Real, Non-Positive Eigenvalues of the Precursor-Decomposition Master Equation

A reactor model for vapour deposition may need one number for the first decomposition step of a precursor: a rate constant at the given temperature and pressure. An energy-resolved calculation supplies a matrix instead, and two choices follow. Should the matrix go to a general eigenvalue solver, which may return complex numbers, or to a symmetric one? And may its slowest eigenvalue be handed to the reactor model as a decay rate? The first choice is settled by detailed balance. The second also needs a wide gap between the slowest eigenvalue and the next.

**The matrix and its conditions**

Divide the internal energy of the precursor into finitely many grains. Let n_i(t) be the population of grain i, R_ij ≥ 0 the collisional rate from grain j to grain i, and k_i ≥ 0 the decomposition rate of grain i. Gain minus loss gives

dn_i/dt = Σ_{j≠i} R_ij n_j − Σ_{j≠i} R_ji n_i − k_i n_i.

Thus dn/dt = Mn, with

M_ij = R_ij for i ≠ j,
M_jj = −Σ_{i≠j} R_ij − k_j.

Adding the entries of column j cancels the collisional terms:

Σ_i M_ij = −k_j. (1)

Collisions move molecules between grains, and decomposition removes them. The precursor is dilute, so that it collides with the carrier gas and not with itself, and products do not return. Both conditions keep the equation linear and homogeneous.

Now let the carrier gas be thermal at temperature T, with β = 1/(k_B T). Let a be a precursor state of energy E_a, and b a state of the collision partner, relative motion included, of energy ε_b. A bar marks the state with all motions reversed, which has the same energy when no magnetic field acts. Microscopic reversibility says that the state-to-state rates obey

w(a,b → a′,b′) = w(ā′,b̄′ → ā,b̄).

The thermal collision rate is r(a → a′) = Σ_{b,b′} exp(−βε_b) w(a,b → a′,b′)/Z_b, where Z_b normalizes the bath populations. Energy conservation, E_a + ε_b = E_a′ + ε_b′, then gives

exp(−βE_a) r(a → a′)
= Σ_{b,b′} exp[−β(E_a′ + ε_b′)] w(ā′,b̄′ → ā,b̄)/Z_b
= exp(−βE_a′) r(ā′ → ā). (2)

The Boltzmann population of grain j is f_j = Σ_{a in j} exp(−βE_a)/Z, with Z the precursor's partition function. Assume that states inside a grain keep their Boltzmann proportions. The grain rate is then the average

R_ij = Σ_{a in j} Σ_{a′ in i} exp(−βE_a) r(a → a′)/(Z f_j).

Multiply by f_j and use (2). Each grain contains the reversed partner of every state in it, so the double sum is the one that defines R_ji f_i. Hence

R_ij f_j = R_ji f_i. (3)

This is detailed balance. It concerns the collisions; no such relation is asked of the decomposition rates. Grains without states are left out, so every f_i is positive.

**First derivation: a symmetric matrix**

Let F be the diagonal matrix with entries f_i, and define

S = F^(−1/2) M F^(1/2).

For i ≠ j its entries are

S_ij = R_ij √(f_j/f_i) = R_ij f_j/√(f_i f_j).

By (3) the numerator does not change when i and j are exchanged, and neither does the denominator. So S_ij = S_ji. On the diagonal the two square roots cancel and S_jj = M_jj, so decomposition does not disturb the symmetry. Furthermore,

det(λI − M) = det[F^(1/2) (λI − S) F^(−1/2)] = det(λI − S).

The two matrices have the same eigenvalues with the same multiplicities. A real symmetric matrix has real eigenvalues and a complete orthonormal set of eigenvectors, so all eigenvalues of M are real.

For the sign, take any real vector x and write x_i = √f_i y_i. With w_ij = R_ij f_j = w_ji,

xᵀSx = Σ_{i≠j} w_ij y_i y_j − Σ_{i≠j} w_ij y_j² − Σ_i k_i f_i y_i².

The middle sum can be written with y_i² in place of y_j², because w_ij is symmetric and the labels are summed over. Taking half of each version,

Σ_{i≠j} w_ij y_j² = ½ Σ_{i≠j} w_ij (y_i² + y_j²),

and completing the square,

xᵀSx = −½ Σ_{i≠j} w_ij (y_i − y_j)² − Σ_i k_i f_i y_i² ≤ 0. (4)

If x is a unit eigenvector, the left side is its eigenvalue. No eigenvalue is positive.

Equation (4) also decides when zero occurs. The first sum vanishes only if y is the same in all grains joined by collisions. If collisions connect the whole ladder and some k_i is positive, the second sum forces that common value to zero, so every eigenvalue is strictly negative. If all k_i vanish, y = 1 is allowed. Then x = √f, the eigenvalue is zero, and the corresponding vector of M is F^(1/2)x = f, the Boltzmann distribution.

**Second derivation: reversed histories and lost population**

The same result follows from the motion in time, without a symmetric matrix. Let G(t) = exp(Mt). Its element G_ij(t) is the probability that a molecule starting in grain j is intact and in grain i at time t.

Detailed balance extends from single collisions to whole histories. Equation (3) is the statement MF = FMᵀ; the diagonal entries satisfy it trivially. Repeated use gives MⁿF = F(Mᵀ)ⁿ, and summing the exponential series gives G(t)F = FG(t)ᵀ, that is,

G_ij(t) f_j = G_ji(t) f_i. (5)

Let λ be any eigenvalue, possibly complex, and u a left eigenvector: Σ_i u_i M_ij = λu_j. Then

Σ_i u_i G_ij(t) = exp(λt) u_j. (6)

Form the equilibrium-weighted correlation

A(t) = Σ_{i,j} u_i G_ij(t) f_j u_j* = exp(λt) Σ_j f_j |u_j|².

Its complex conjugate is Σ u_i* G_ij f_j u_j. By (5) this equals Σ u_i* G_ji f_i u_j, and exchanging the names i and j returns A(t). So A(t) is real. The last sum is positive, so exp(λt) is real for every t > 0. This requires sin(t Im λ) = 0 at all times, hence Im λ = 0.

The sign comes from counting molecules. Choose c so large that M + cI has no negative entry. Then G(t) = exp(−ct) exp[(M + cI)t] has none either. By (1),

d/dt Σ_i G_ij(t) = −Σ_i k_i G_ij(t) ≤ 0,

and since G(0) = I, every column sum of G(t) is at most one. Take j in (6) to be the grain with the largest |u_j|. Then

|exp(λt)| |u_j| ≤ Σ_i |u_i| G_ij(t) ≤ |u_j|,

so Re λ ≤ 0. If every grain can reach a decomposing grain through collisions, the column sums are below one for t > 0 and the inequality is strict.

**What each derivation assumes**

Both need detailed balance for reality. They differ in how the sign arises. In the first, detailed balance and the column sums are combined in (4). In the second, the sign uses non-negative rates and (1) alone, so it survives when detailed balance fails.

The first derivation yields more: complete orthonormal eigenvectors and a minimum principle. The second shows that the eigenvalues are real, but does not by itself exclude missing eigenvectors, which would add powers of time to the exponentials.

A driven cycle of three levels shows the difference. Let the rates for 1 → 2 → 3 → 1 be 4, the reverse rates 1, and let level 3 decay with rate 1, all in one arbitrary unit:

M = [ −5, 1, 4 ; 4, −5, 1 ; 1, 4, −6 ],

with rows separated by semicolons. Multiplying condition (3) around the cycle would require equal products of the forward and backward rates, but these are 4³ = 64 and 1. The eigenvalues are −0.308 and −7.846 ± 2.570i. The complex pair adds oscillating terms to the level populations, here damped by a factor exp(−7.846π/2.570) ≈ 7 × 10⁻⁵ per half period and so hardly visible. The total population cannot grow. A bath with two temperatures, or strong infrared pumping of the precursor, also removes the basis for (3).

Detailed balance is sufficient for real eigenvalues, not necessary. If a matrix has distinct real eigenvalues, a small enough change of its rates leaves them real: complex roots of a real polynomial come in conjugate pairs, so two real ones must first meet. Nor does detailed balance alone fix the sign. The matrix [0, 1; 1, 0] satisfies (3) with f = (½, ½), yet it has the eigenvalue +1, because its gains have no matching losses.

**Consequences for the rate constant**

Let v_a be the orthonormal eigenvectors of S, with eigenvalues λ_a. Since M = F^(1/2) S F^(−1/2),

n(t) = F^(1/2) Σ_a v_a exp(λ_a t) [v_aᵀ F^(−1/2) n(0)].

For a Boltzmann start, n(0) = f and F^(−1/2) f = √f. Summing over grains gives the surviving fraction

N(t) = Σ_a (v_a·√f)² exp(λ_a t). (7)

The weights are non-negative and add to one. For another starting distribution some may be negative.

Call the slowest decay rate k_uni; it is minus the largest eigenvalue. For a symmetric matrix it is the minimum of −xᵀSx over unit vectors. The trial vector √f has y = 1, which removes the collisional term in (4), so

k_uni ≤ Σ_i k_i f_i = k_inf. (8)

At fixed temperature and gas composition let all collision rates be proportional to pressure p. Then

k_uni(p) = min_x [p D(x) + K(x)],

where D ≥ 0 is the collisional part per unit pressure and K ≥ 0 the decomposition part. Each bracket is a non-decreasing straight line in p, so their minimum is non-decreasing and concave. For c ≥ 1, also cpD + K ≤ c(pD + K), so raising the pressure c times raises k_uni at most c times.

At high pressure, (8) keeps the minimum finite, so the minimizing x must have D(x) ≤ k_inf/p, which tends to zero. On a connected ladder this drives x to ±√f, and k_uni tends to k_inf.

At low pressure another trial vector is useful. Put y = 1 in grains that cannot decompose and y = 0 in those that can. The decomposition term now vanishes. If f₊ is the equilibrium population of the decomposing grains, normalization divides by 1 − f₊, and (4) gives

k_uni ≤ [Σ_{i reactive} Σ_{j unreactive} R_ji f_i]/(1 − f₊). (9)

This bound is proportional to pressure and does not contain the sizes of the k_i.

**Methane in argon**

Methane can serve as a carbon source in high-temperature carbide and graphene growth. Take it dilute in argon at 1900 K and 100 Torr, where k_B T = 0.1637 eV. Its harmonic wavenumbers at the RHF/6-31G* level, with five spherical d functions, are 1488 (three modes), 1703 (two), 3194 (one) and 3298 cm⁻¹ (three). This level omits electron correlation, and the harmonic treatment omits anharmonicity. Rotation is left out of the state count.

The remaining inputs are rough model values. The threshold E₀ is 4.5 eV, near the strength of the C–H bond. A collision diameter of 0.40 nm gives a collision frequency ω = 4.789 × 10⁸ s⁻¹. The ladder reaches 9 eV in grains of 0.02 eV, of which 418 contain states. Decomposition follows the transition-state expression

k(E) = 4 W(E − E₀)/[h ρ(E)],

averaged over each grain. Here ρ is the density of states of methane, W the number of open transition-state levels, and 4 counts the equivalent bonds. For the transition state one stretch is removed as the reaction coordinate, and two bends have their frequencies divided by 4.

For grains m steps apart, the collision model is

R_ij = ω q_m min(1, f_i/f_j), q_m = ½(1 − s)s^(m−1), s = 0.6.

The mean proposed step is 0.02 eV/(1 − 0.6) = 0.05 eV. Multiplying by f_j gives ω q_m min(f_i, f_j), which is symmetric, so (3) holds. The proposals in each direction add to at most ½, so the total transition rate never exceeds ω.

The slowest rate is k_uni = 1.287 s⁻¹, a lifetime of 1/1.287 = 0.78 s. The next decay rate is 1.001 × 10⁶ s⁻¹, larger by a factor of 7.8 × 10⁵. After about ten microseconds one exponential therefore describes this model, even if the gas enters cold, and a single rate constant is justified for the initiation step. The gap depends steeply on the assumed step size: with the mean proposed step halved, the second rate falls to about 5 × 10² s⁻¹, the gap to about 2 × 10³, and the waiting time grows to the order of ten milliseconds. For a Boltzmann start, the faster terms in (7) carry a total weight of only 1.7 × 10⁻⁷.

The high-pressure value is far away: k_inf = 1273 s⁻¹ from the grain sum, and 1276 s⁻¹ from the canonical transition-state formula. Thus k_uni/k_inf = 1.287/1273 = 0.00101. Using k_inf at 100 Torr would make initiation about a thousand times too fast within this model.

The low-pressure bound (9) is much closer. The population above threshold is f₊ = 1.071 × 10⁻⁷. Downward transitions have total rate at most ω/2, so

k_uni ≤ ½ × 4.789 × 10⁸ s⁻¹ × 1.071 × 10⁻⁷ = 25.6 s⁻¹,

where 1 − f₊ has been replaced by one. The computed rate is 5 per cent of this upper limit, which is looser than (9) itself: it lets every downward proposal from a reactive grain cross the threshold, although many would end in grains that are still reactive. Bound (9) in turn assumes full equilibrium population just below threshold, where decomposition in fact depletes it.

With everything but pressure fixed, k_uni is 0.1407, 1.287 and 9.701 s⁻¹ at 10, 100 and 1000 Torr. The two tenfold increases in pressure raise it by factors of 9.1 and 7.5, below ten as required. The mean slopes, 0.0127 and 0.0093 s⁻¹ per Torr, decrease as concavity demands. In a formal limit that no longer describes a gas, multiplying the pressure by 10⁵ gives 0.786 of the canonical k_inf, and by 10⁸ gives 0.998. The high-pressure limit is thus approached slowly in this model.

**Choosing the solver**

In a separate test the ladder was divided into 20 grains, with the mean proposed step equal to twice the grain width and the same gas conditions. The unsymmetrized matrix, diagonalized with 40 digits, had no imaginary parts. Its slowest rate, 21.6716 s⁻¹, agreed with that from S to all the digits given. This coarse ladder has much larger energy steps, so its rate is not an estimate for the finer one.

For the full ladder, a general solver in double precision also returned no imaginary parts. Symmetrization was not needed to remove spurious complex values in this case, but it guarantees real values. The case is a favourable one: at lower temperatures k_uni falls toward the rounding level, the general solver loses it first and can return complex values, and eventually both double-precision eigenvalue solvers lose it.

Accuracy is a separate matter. The largest decomposition rate is 5.5 × 10¹³ s⁻¹, and a relative rounding error of 2 × 10⁻¹⁶ on that scale is already about 0.01 s⁻¹, or 1 per cent of k_uni. This is only an estimate of scale; the actual error can be smaller or larger. A different method gives a check. Inverse iteration on −S converges quickly to the wanted mode, which has the largest eigenvalue, 1/k_uni, of the inverse matrix. It gives 1.28692 s⁻¹. Two calculations that start with all molecules in the lowest grain, one following the population in time and one finding the inverse mean lifetime, give the same six figures. That agreement measures numerical accuracy, not the accuracy of the physical inputs.

**How far the number can be used**

The chosen temperature and pressure are roughly those of hot-wall silicon carbide growth. The carrier there is commonly hydrogen, not argon, which changes both energy transfer and chemistry. Changing one input at a time, with the others fixed, multiplies k_uni as follows:

- all frequencies scaled by 0.9, a rough allowance for their overestimate: 1.41;
- threshold lowered by k_B T, a rough allowance for rotational energy: 2.25;
- mean proposed step doubled: 2.82;
- grain width halved: 0.93;
- two transition-state bends divided by 8 instead of 4: 1.03.

The last change raises the decomposition rates but hardly moves the result, in keeping with control by energy transfer. The first three changes all raise the rate, and their factors multiply to about 9. The result is therefore only an order of magnitude. These changes do not show on which side the error lies: a smaller mean step, for example, would lower the rate. Evaluated experimental rate expressions for methane in argon give roughly 10 s⁻¹ at these conditions and a high-pressure limit near 2 × 10⁴ s⁻¹, so the model is low by about a factor of ten. The grain width is itself part of the model: proposals that land in grains without states are lost, and finer grains leave more of them empty. The small change on halving it does not prove convergence.

The calculation also leaves out attack by the products on the remaining precursor. With an assumed barrier of 0.5 eV and a gas-kinetic prefactor, attack by hydrogen atoms equals k_uni at an atom mole fraction of only 1.6 × 10⁻⁸. Attack is proportional to that fraction, so at 10⁻⁶ it would be about 60 times faster than k_uni. The gas-kinetic prefactor is generous: the measured rate of this attack is about ten times smaller, which raises the critical fraction by the same factor. For 1 per cent methane, the critical fraction is reached after a conversion of 1.6 × 10⁻⁸/0.01 = 1.6 × 10⁻⁶, if each decomposition leaves one free hydrogen atom. If every encounter of the fragments led to recombination, it would match the loss at a conversion of 2.8 × 10⁻⁴. That is only a lower limit. Recombination is slowed by low pressure in the same proportion as dissociation, so for this one reaction the two rates match at the equilibrium dissociation, roughly 0.1 under these conditions.

In a residence time of 0.1 s the isolated model gives an initiated fraction 1 − exp(−0.1287) = 0.121, far beyond the conversion at which attack by hydrogen atoms takes over, and comparable to the equilibrium dissociation. That figure is therefore not a prediction of methane consumption. The eigenvalue supplies the initiation rate; a reactor model must add the reactions of the fragments. The values used here are collected in the numerical output below.

Calculated quantities

```
Temperature: 1900 K
Pressure: 100 Torr
Thermal energy kT: 0.1637 eV
C-H bond length, RHF/6-31G*: 0.1084 nm
CH4 harmonic wavenumbers (1/cm): 1488 1488 1488 1703 1703 3194 3298 3298 3298
Breathing mode from energy curve: 3194 1/cm
Threshold: 4.5 eV
Mean proposed downward step: 0.05 eV
Grain width: 0.02 eV
Top of energy ladder: 9 eV
Occupied grains: 418
Collision diameter: 0.4 nm
Collision frequency: 4.789e+08 1/s
Vibrational partition function, counted: 8.75
Vibrational partition function, closed form: 8.756
Population above threshold at equilibrium: 1.071e-07
First nonzero decomposition rate: 3.625e+08 1/s
Largest decomposition rate: 5.462e+13 1/s
Slowest decay rate k_uni: 1.28692 1/s
k_uni from time marching: 1.28692 1/s
Inverse mean lifetime, cold start: 1.28692 1/s
Second decay rate: 1.001e+06 1/s
Slow-mode weight missing, Boltzmann start: 1.7e-07
k_inf, sum over grains: 1273 1/s
k_inf, canonical formula: 1276 1/s
k_uni / k_inf: 0.001011
k_uni at 10 Torr: 0.1407 1/s
k_uni at 100 Torr: 1.287 1/s
k_uni at 1000 Torr: 9.701 1/s
Rate / k_inf at pressure x 1e+05: 0.786
Same ratio from symmetric solver: 0.786
Rate / k_inf at pressure x 1e+08: 0.9978
Residence time: 0.1 s
Fraction initiated in residence time: 0.1208
Coarse ladder, number of grains: 20
Coarse ladder slow rate, 40 digits: 21.6716 1/s
Coarse ladder slow rate, symmetric: 21.6716 1/s
Coarse max |imaginary| / max |eigenvalue|: 0
Full M, double precision, same ratio: 0
Rational 4-level matrix, negative real roots: 4
Driven cycle forward, backward, loss: 4.0 1.0 1.0
Driven cycle eigenvalues: -0.308+0.000i -7.846+2.570i -7.846-2.570i
Rate ratio, frequencies x 0.9: 1.407
Rate ratio, threshold lowered by kT: 2.248
Rate ratio, mean step doubled: 2.823
Rate ratio, grain width halved: 0.9336
Rate ratio, two bends softened by 8 instead of 4: 1.033
Assumed H-attack barrier: 0.5 eV
H mole fraction where attack equals k_uni: 1.6e-08
Assumed methane mole fraction: 0.01
Conversion where recombination equals loss: 0.00028
```
